# Choosing the length factor in flexible-length transition-path shooting

Two path-sampling runs of a nickel adatom hopping at 400 K use the same forces, friction, time step and shooting procedure. One gives a mean of $65.6\pm0.3$ frames between the initial and final states, the other $70.7\pm0.2$. The second run accepts every reactive trial path; the first multiplies the acceptance probability by a length factor. Omitting it makes the passage between the states appear about 8% longer.

The setting in question belongs to path-sampling drivers that take forces from an electronic-structure calculation. With uniformly chosen shooting frames and paths of variable length, the acceptance probability of a reactive trial should be

$$a=\min\left(1,\frac{n_{\rm old}}{n_{\rm new}}\right),$$

where $n$ is the number of frames from which a shooting point can be chosen. This guide derives the rule and the conditions it places on the other settings.

## What is being sampled

Let $z=(q,v)$ denote positions and velocities, $\rho(z)$ their equilibrium weight, and $p(z\to z')$ the probability density of one step of the dynamics. The initial and final states $A$ and $B$ are regions defined by positions. A reactive path is

$$x=(x_0,x_1,\ldots,x_n,x_{n+1}),$$

with $x_0$ in $A$, $x_{n+1}$ in $B$, and the $n\ge1$ interior frames in neither. Its unnormalized weight is

$$w[x]=\rho(x_0)\prod_{i=0}^{n}p(x_i\to x_{i+1}),$$

and $P[x]=w[x]/Z$, where $Z$ sums $w$ over reactive paths of all lengths. These are the $A$-to-$B$ passages that an infinitely long equilibrium trajectory would contain, each counted once.

One shooting move consists of these operations:

1. Choose one interior frame of the old path, each with probability $1/n_{\rm old}$.
2. Keep its position and, if desired, draw a new velocity.
3. Integrate forward until $A$ or $B$ is reached.
4. Reverse the velocity at the shooting point, integrate until $A$ or $B$ is reached, then reverse the velocities and the order of this segment.
5. Reject the trial unless its backward end is in $A$ and its forward end is in $B$. Otherwise accept with probability $a$.
6. After a rejection, count the old path again in the averages.

## Why the weight survives backward integration

Let $R$ reverse all velocities. It leaves $\rho$, $A$ and $B$ unchanged. The dynamics must satisfy

$$\rho(z)p(z\to z')=\rho(z')p(Rz'\to Rz). \tag{1}$$

Suppose a trial path $y$ with $m$ interior frames is grown from its frame $y_t$. The forward segment contributes the factors $p(y_i\to y_{i+1})$ for $i=t,\ldots,m$. The backward segment, run with reversed velocities, contributes $p(Ry_{i+1}\to Ry_i)$ for $i=0,\ldots,t-1$. By (1),

$$p(Ry_{i+1}\to Ry_i)=\frac{\rho(y_i)}{\rho(y_{i+1})}p(y_i\to y_{i+1}).$$

In the product over $i$ each intermediate $\rho$ appears once above and once below, leaving $\rho(y_0)/\rho(y_t)$. The probability density of growing the whole path is therefore

$$G_t[y]=\frac{\rho(y_0)}{\rho(y_t)}\prod_{i=0}^{m}p(y_i\to y_{i+1})
=\frac{w[y]}{\rho(y_t)}. \tag{2}$$

A path can be grown from any of its interior frames, and its own weight appears each time.

## Where the length factor comes from

Let $r(z\to z')$ describe the velocity change at the shooting point. It must satisfy

$$\rho(z)r(z\to z')=\rho(z')r(z'\to z). \tag{3}$$

A fresh Maxwell velocity at the temperature in $\rho$ does so: $\rho$ factorizes into a position part and a Maxwell part $M(v)$, and both sides equal the position part times $M(v)M(v')$. Leaving the velocity alone also satisfies (3).

Summing over the chosen old frame $s$ and its place $t$ in the new path gives the proposal density

$$Q(x\to y)=\frac1n\sum_{s=1}^{n}\sum_{t=1}^{m}
r(x_s\to y_t)\frac{w[y]}{\rho(y_t)}.$$

Multiply by $n\,w[x]$:

$$n\,w[x]Q(x\to y)=w[x]w[y]\sum_{s,t}\frac{r(x_s\to y_t)}{\rho(y_t)}.$$

Dividing (3) by $\rho(z)\rho(z')$ gives $r(z\to z')/\rho(z')=r(z'\to z)/\rho(z)$, so the right side is unchanged when $x$ and $y$ are exchanged. Hence

$$n\,w[x]Q(x\to y)=m\,w[y]Q(y\to x). \tag{4}$$

Detailed balance for the complete move requires $w[x]Q(x\to y)a(x\to y)=w[y]Q(y\to x)a(y\to x)$. Substitution of (4) leaves

$$\frac{a(x\to y)}{a(y\to x)}=\frac nm.$$

For $m\ge n$, the choice $a(x\to y)=n/m$ and $a(y\to x)=1$ has this ratio; for $m<n$ the roles are exchanged. Both cases are $a(x\to y)=\min(1,n/m)$. Summing detailed balance over $x$, with rejected moves left at the old path, shows that the total probability arriving at each $y$ is $P[y]$. The ensemble is preserved.

The factor compensates for selection. A particular frame of a long path is chosen less often than one of a short path, so the move back from long to short is proposed too rarely.

## What the other choices sample

If every reactive trial is accepted, $a=1$ and (4) is already a detailed-balance relation, for the weight $n\,w[x]$. The run samples $P_{\rm all}[x]=nP[x]/\langle n\rangle$, where $\langle\cdot\rangle$ is an average over $P$. For an observable $O$,

$$\langle O\rangle_{\rm all}=\frac{\langle nO\rangle}{\langle n\rangle}
=\langle O\rangle+\frac{{\rm cov}(n,O)}{\langle n\rangle}.$$

Observables uncorrelated with length are unaffected. For $O=n$ the relative error is ${\rm var}(n)/\langle n\rangle^2$. Data recorded this way can be repaired with weights $1/n$:

$$\langle O\rangle=\frac{\langle O/n\rangle_{\rm all}}{\langle1/n\rangle_{\rm all}},$$

since both numerator and denominator acquire the same factor $1/\langle n\rangle$.

If shooting frames are chosen from the $n$ interior frames but the ratio uses the total count $n+2$, try the stationary weight $f(n)w$. Detailed balance with (4) demands that $f(n)(n+2)/n$ be constant, so the sampled weight is $w\,n/(n+2)$. For long paths this is approximately $w(1-2/n)$. Writing $n=\langle n\rangle+\delta$ and expanding $1/n\simeq1/\langle n\rangle-\delta/\langle n\rangle^2$, the mean shifts by

$$-2\,{\rm cov}(n,1/n)\simeq\frac{2\,{\rm var}(n)}{\langle n\rangle^2}$$

frames. The error is small for finely stored paths and matters when a path has few frames.

These statements were tested on a walker small enough for its reactive paths to be enumerated. It has five sites with energies 0, 1.0, 1.8, 0.9 and 0.3 $k_BT$ and a direction of motion. A step attempts to move one site in that direction, with Metropolis acceptance, and reverses the direction on refusal; before and after, the direction flips with probability 0.2. The end sites are $A$ and $B$, and the direction is redrawn when shooting. Allowing at most five interior frames gives 800 paths, and the matrix of transition probabilities between them was built from the definition of the move.

Starting from $P$, one move with the correct rule changes the distribution by $8\times10^{-16}$ in total variation (half the sum of absolute changes), which is rounding error. Always accepting changes it by 0.015, and using $n+2$ by 0.0045. The two predicted wrong ensembles were confirmed as stationary. Their mean lengths are 3.619 and 3.524 frames, against the correct 3.478. All three refer to the ensemble limited to five frames; the limit excludes about 8% of the path weight, and without it the correct mean is 3.77. Omitting both velocity reversals of step 4 moves $P$ by 0.079 in one move: the length factor cannot repair a wrong backward dynamics.

## Stopping long trials early

The factor can also save force evaluations. Draw $u$ uniformly from $(0,1]$ before integrating. A reactive trial is accepted when $u\le n_{\rm old}/n_{\rm new}$, which has probability $\min(1,n_{\rm old}/n_{\rm new})$. Multiplying by $n_{\rm new}/u$ gives $n_{\rm new}\le n_{\rm old}/u$. Since $n_{\rm new}$ is an integer, this is the same as

$$n_{\rm new}\le N_{\rm cap}=\left\lfloor\frac{n_{\rm old}}u\right\rfloor .$$

With $n_{\rm old}=60$ and $u=0.5$, the trial may have up to 120 interior frames. The shooting frame uses one of them, the forward segment may use the rest, and the backward segment may use what then remains. A trial that exceeds the cap would be rejected whatever its ends, so stopping it introduces no bias. No second length test follows.

A fixed maximum length is a different setting. It restricts the ensemble to shorter paths, and its effect vanishes only as the excluded weight becomes negligible.

## Conditions on the integrator and on storage

Condition (1) concerns the discrete dynamics actually run. One Langevin step that satisfies it at finite time step consists of a half velocity refreshment $O$, a Metropolized velocity-Verlet step $M$, and another $O$. The refreshment is

$$v'=cv+\sqrt{1-c^2}\,\xi,\qquad c=e^{-\gamma\Delta t/2},$$

with $\xi$ a Maxwell velocity, $\gamma$ the friction rate and $\Delta t$ the time step. The joint Gaussian density of $v$ and $v'$ is symmetric under their exchange and under a change of both signs, so $O$ satisfies (1).

Let $\phi$ be the Verlet map. It preserves phase-space volume, and $\phi R\phi z=Rz$. In $M$ the result $\phi z$ is accepted with probability $\min[1,\rho(\phi z)/\rho(z)]$; after refusal the result is $Rz$. The accepted flow has weight $\min[\rho(z),\rho(\phi z)]$, and the reversed move, from $R\phi z$ to $Rz$, has the same weight. For a refusal $z'=Rz$, so the reversed move starts from $Rz'=z$ and ends at $Rz$: it is the same move, and $\rho(z')=\rho(z)$. Thus $M$ satisfies (1). Applying (1) to the factors of $OMO$ in turn moves $\rho$ from the first state to the last and reverses the order of the factors. Because the sequence reads the same backward, the whole step satisfies (1).

Plain Verlet without the Metropolis test instead gives $\rho(z)/\rho(\phi z)=e^{[H(\phi z)-H(z)]/k_BT}$, with $H$ the energy. Condition (1) is then violated by this factor at each step, and energy errors small compared with $k_BT$ over the backward segment are needed. Forces that depend on the history of the run, for example through an incompletely converged electronic starting guess, are not a function of $z$ alone and fall outside the derivation.

If only every $k$th step is stored, the simplest consistent choice is to treat $k$ steps as one. The same reversal argument applies to the $k$-fold product. Membership of $A$ and $B$ is then examined at stored frames, and $n$ counts stored interior frames.

## Preserving the ensemble is not exploring it

Suppose two channels join $A$ to $B$ and meet only inside these states. With unchanged shooting positions, every trial from a frame in one channel returns a path in the same channel. The rule preserves $P$, including the correct relative weight of the channels, but a run started in one never learns about the other. An enumerated four-state example shows this as two eigenvalues equal to 1 in the move matrix. In the connected five-site walker the second eigenvalue is 0.860, so a deviation from $P$ decays.

The remedy is a move that changes channels, or starting paths in each channel together with a separate determination of their weights. Longer shooting runs do not help.

## The adatom example

The model represents an adatom moving along a trough of Ni(110) by

$$V(q)=\frac E2\left[1-\cos\left(\frac{2\pi q}{d}\right)\right],$$

with $E=0.40$ eV, hop length $d=0.249$ nm, mass 58.69 u, friction 2 ps$^{-1}$ and time step 5 fs. $A$ ends at $0.2d=0.0498$ nm and $B$ begins at $0.8d=0.1992$ nm. No electronic-structure calculation enters.

The second derivative at the minimum is $(E/2)(2\pi/d)^2$, and at the top it has the same size and opposite sign. Both angular frequencies are therefore

$$\omega=\frac{2\pi}{d}\sqrt{\frac{E}{2m_{\rm Ni}}}=14.5\ {\rm ps}^{-1}.$$

At 400 K, $E/k_BT=11.6$. Harmonic transition-state theory gives a rate $(\omega/2\pi)e^{-E/k_BT}$ in each direction, hence a waiting time $(\pi/\omega)e^{11.6}\approx24$ ns; integration over the full well gives 24.4 ns. Path sampling gives $65.58\times5$ fs $=0.328$ ps between the states. The ratio, about $7\times10^4$, is the reason for sampling paths instead of waiting. It is a slight underestimate: transition-state theory ignores recrossing of the barrier and counts the hops of a multiple jump as separate events. Allowing for both lengthens the wait between separate hopping events in this model by somewhat less than 20%.

**Reference values.** In one dimension the barrier top is known, which permits an independent calculation. Draw points from $\rho$ within a window $W$ of half-width 0.010 nm around the top and shoot both ways. By (2), a reactive path $y$ appears with weight

$$\sum_{t:\,y_t\in W}\rho(y_t)\frac{w[y]}{\rho(y_t)}=n_W[y]\,w[y],$$

where $n_W$ counts its frames in $W$. Weights $1/n_W$ restore $P$, provided no path jumps across $W$. That would take a speed of $0.020$ nm$/5$ fs $=4$ nm/ps, about 17 times the thermal speed $\sqrt{k_BT/m_{\rm Ni}}\approx0.24$ nm/ps at 400 K, and still about 9 times the thermal speed at 1500 K.

At 1500 K hops are frequent enough to collect from unbiased trajectories. This temperature tests the algorithm and is not a growth condition. The mean numbers of interior frames are:

| Method | 1500 K | 400 K |
|---|---:|---:|
| Unbiased trajectories | $46.60\pm0.18$ | – |
| Window reference | $46.55\pm0.13$ | $65.54\pm0.14$ |
| Path sampling | $46.94\pm0.22$ | $65.58\pm0.28$ |

The uncertainties are standard errors. The largest difference between two methods is about 1.5 combined standard errors. The upper tail at 400 K agrees too: the fraction of paths above 82 frames is $0.167\pm0.005$ from sampling and $0.164\pm0.002$ from the reference.

**Reading the length bias.** The standard deviation of the time between states is 0.096 ps. The predicted relative bias from always accepting is $(0.096/0.328)^2=0.086$. The reference paths, weighted by $n$, predict $71.0\pm0.2$ frames, and the run that always accepts gives $70.7\pm0.2$. For wrongly using $n+2$, the small-fluctuation estimate is $2\times0.086\approx0.17$ frames, less than 0.3% of the mean.

**Reading the temperature change.** Near the top, without friction, an adatom crossing it at speed $v_0$ follows $q-d/2=(v_0/\omega)\sinh\omega t$. The time from $-L$ to $L$ is $(2/\omega)\,{\rm arsinh}(\omega L/v_0)$, approximately $(2/\omega)\ln(2\omega L/v_0)$ when $\omega L\gg v_0$. Since typical $v_0$ scales as $\sqrt T$, cooling from 1500 to 400 K adds about $(1/\omega)\ln(1500/400)=0.091$ ps, or 18 frames. The reference difference is 19. The closeness is partly fortuitous, because friction and the flattening of the cosine are ignored and $\omega L\gg v_0$ holds poorly at 1500 K. The estimate does show why cooling lengthens the time between states only logarithmically, whereas the factor $e^{E/k_BT}$ makes the waiting time grow exponentially with $1/T$.

**Reading the efficiency.** At 400 K, 11.6% of trials were accepted and 5.6% were stopped by the cap. The 80,000 recorded paths, from 1000 chains of 80 moves, determine the mean length as precisely as about 4800 independent ones would, roughly one per 16 moves. For other averages the effective number can differ. All chains started from one path of 228 frames, and their early moves were discarded.

## How far the nickel numbers can be trusted

The hop length is the atomic spacing along a close-packed trough on Ni(110). The barrier and friction are illustrative inputs, neither computed here nor fitted to measurements. Halving the time step changes the mean time by $-1.3$ fs, with a combined standard error of 1.0 fs, so no shift is resolved. Halving or doubling the friction, with all else fixed, gives 0.317 or 0.347 ps, changes of $-3\%$ and $+6\%$. The barrier frequency is about a quarter of a rough Debye frequency, so friction with memory is a reasonable concern; these changes indicate the sensitivity but do not bound the error. The leading tunnelling correction to the rate, $(\hbar\omega/k_BT)^2/24$, is 0.3%; quantization of the vibration in the well, which has the same frequency, adds about as much again. The model also assumes that hopping along the trough is the only process, which need not hold on a real surface. Exchange with an atom of the trough wall, if its barrier were 0.05 eV higher and its prefactor equal, would occur at 0.23 times the hop rate and supply $0.23/1.23\approx19\%$ of events. Surface atoms are not treated explicitly, and the resulting error is not estimated here.

Reaching $B$ is also not the same as settling there. Three picoseconds after first arrival, roughly 8% of the adatoms had gone past $B$ and about 0.7% were back in $A$ or beyond; the first figure has a sampling error of about half a percentage point. The velocity relaxation time, $1/\gamma=0.5$ ps, exceeds the time between states, which makes such long jumps plausible. A growth model that needs final sites should continue the paths until the adatom has settled.

## Recommended settings

- With uniform shooting and variable length, switch the length factor on. For a fixed number of selectable frames it equals 1.
- Count the frames that can be selected, at the stored interval, and leave out the end frames if they cannot be selected.
- Use the early cap in place of a later length test, and set any fixed maximum well beyond the longest paths that matter.
- Redraw velocities at the temperature of the ensemble, and use an integrator whose reversal error is absent or demonstrably small.
- Judge errors from independent chains, and start them in every channel that is known or suspected. If the moves do not connect the channels, combine their averages only with separately determined channel weights.

The complete numerical output follows this text.

## Computed results

```
ENUMERATED WALKER
site energies (kT): [0.  1.  1.8 0.9 0.3]  velocity flip prob. per half step: 0.2
maximum interior frames: 5; reactive paths: 800
one-move drift, correct rule (total variation): 7.7e-16
one-move drift, always accept: 0.01460
one-move drift, n+2 used in ratio: 0.00451
one-move drift, no velocity reversal: 0.07865
mean n, true ensemble: 3.4777 frames
mean n, always accept: 3.6191 frames
mean n, n+2 used in ratio: 3.5242 frames
second eigenvalue, correct rule: 0.8603
two separate channels, leading eigenvalues: 1.000000 1.000000 0.9445
ADATOM MODEL, rough Ni(110) trough parameters
mass 58.69 u; barrier 0.40 eV; hop length 0.249 nm
friction 2.0 /ps; time step 5.0 fs; T 400 K
A edge 0.0498 nm; B edge 0.1992 nm; window half-width 0.01 nm
barrier/kT: 11.60
well and barrier angular frequency: 14.47 /ps
TST waiting time, both directions: 24.4 ns
TEST AT 1500 K (mean interior frames, standard error)
unbiased trajectories: 46.60 +- 0.18 from 10138 crossings
window reference: 46.55 +- 0.13
path sampling: 46.94 +- 0.22
interior occupancy, run and quadrature: 0.2005 0.2000
crossing rate / TST rate: 0.911
refused Verlet steps: 0.002 %
RESULTS AT 400 K
chains 1000; recorded moves per chain 80; starting path 228 frames
mean n, window reference: 65.54 +- 0.14 frames
mean n, path sampling: 65.58 +- 0.28 frames
mean time between states, path sampling: 0.3279 +- 0.0014 ps
standard deviation of that time: 0.0960 ps
waiting time / time between states: 7.43e+04
fraction above 82 frames, reference: 0.1644 +- 0.0022
fraction above 82 frames, sampling: 0.1674 +- 0.0047
accepted trials: 11.6 %; stopped by length cap: 5.6 %
effective independent paths: 4849 of 80000
mean n, always accept, sampled: 70.67 +- 0.24 frames
mean n, always accept, predicted: 71.00 +- 0.15 frames
bias from always accepting: 7.8 %
SIZE OF ERRORS AND NEGLECTED EFFECTS
time between states, step 5.0 fs: 0.3277 +- 0.0007 ps
time between states, step 2.5 fs: 0.3264 +- 0.0007 ps
shift on halving the step: -1.25 fs
time between states, friction halved: 0.3169 ps
time between states, friction doubled: 0.3471 ps
3 ps after reaching B: back in A or beyond 0.71 %, past B 8.12 %
leading tunnelling correction to rate: 0.32 %
barrier / Debye frequency (rough 450 K): 0.246
rate ratio of rival process 0.05 eV higher, equal prefactor: 0.234
```
